# The Landau-Zener Sweep: Survival Probability and Stokes Phase from Parabolic Cylinder Functions, part 1

(Sections cited here and not found follow in the second part.)

## From the crossing to the survival probability

Two atoms approach each other, and two of their electronic states have energies that cross at some separation. One state might be ionic and the other covalent. If the states did not interact, the pair would pass through the crossing and keep its electronic character. A coupling between them opens a gap, and a very slow pair would follow the lower edge of that gap and change its character. At a finite speed both outcomes occur. We want the probability of each and, because amplitudes from successive crossings interfere, their phases as well.

Let the nuclei follow a prescribed path at constant speed $v$ through the crossing, which they reach at $t=0$. The two states of fixed electronic character, the diabatic states 1 and 2, have energies $\varepsilon_1$ and $\varepsilon_2$ that are linear in position near the crossing. Let $dF>0$ be the magnitude of the difference between the two diabatic forces; $dF$ is one symbol, not a differential. We label the states so that $\varepsilon_1-\varepsilon_2$ increases with time:

$$\varepsilon_1-\varepsilon_2=\alpha t,\qquad \alpha=v\,dF>0 .$$

The coupling $V$ is taken as constant. A constant phase of $V$ can be absorbed into state 2, so we take $V$ real and positive. The mean energy $(\varepsilon_1+\varepsilon_2)/2$ multiplies both amplitudes by the same phase factor, and we remove it. The amplitudes $c_1,c_2$ then obey

$$i\hbar\frac{d}{dt}\begin{pmatrix}c_1\\c_2\end{pmatrix}=\begin{pmatrix}\alpha t/2&V\\V&-\alpha t/2\end{pmatrix}\begin{pmatrix}c_1\\c_2\end{pmatrix}.$$

The system starts in state 1 at $t\to-\infty$. The diabatic survival probability $P$ is the limit of $|c_1|^2$ at $t\to+\infty$.

The equation contains one time scale made from $\hbar$ and $\alpha$ alone, namely $\sqrt{\hbar/\alpha}$. We define

$$\tau=t\sqrt{\alpha/\hbar},\qquad g=\frac{V}{\sqrt{\hbar\alpha}},\qquad \delta=g^2=\frac{V^2}{\hbar\alpha}.$$

Then $i\hbar\,d/dt=\sqrt{\hbar\alpha}\;i\,d/d\tau$ and $\alpha t/2=\sqrt{\hbar\alpha}\;\tau/2$. The common factor $\sqrt{\hbar\alpha}$ cancels. With a prime for $d/d\tau$,

$$ic_1'=\frac{\tau}{2}c_1+g\,c_2,\qquad ic_2'=g\,c_1-\frac{\tau}{2}c_2. \tag{1}$$

The probability can therefore depend on $V$, $v$ and $dF$ through $\delta$ alone. What remains is to find the function.

We eliminate $c_1$. The second equation gives

$$g\,c_1=ic_2'+\frac{\tau}{2}c_2, \tag{2}$$

and its derivative is

$$g\,c_1'=ic_2''+\frac12c_2+\frac{\tau}{2}c_2'.$$

The first equation, multiplied by $-ig$, gives the same quantity in another form. With (2) inserted for $g\,c_1$,

$$g\,c_1'=-\frac{i\tau}{2}\left(ic_2'+\frac{\tau}{2}c_2\right)-i\delta c_2=\frac{\tau}{2}c_2'-\frac{i\tau^2}{4}c_2-i\delta c_2 .$$

When the two forms are equated, the terms in $c_2'$ cancel. Multiplication by $-i$ leaves

$$c_2''+\left(\frac{\tau^2}{4}+\delta-\frac i2\right)c_2=0. \tag{3}$$

This is the equation of an inverted oscillator. A rotation of the variable turns it into the standard Weber equation. Let

$$z=-e^{i\pi/4}\tau,\qquad z^2=i\tau^2,\qquad \frac{d^2}{d\tau^2}=i\frac{d^2}{dz^2}.$$

Since $\tau^2=-iz^2$, multiplying (3) by $-i$ gives

$$\frac{d^2c_2}{dz^2}+\left(-\frac{z^2}{4}-i\delta-\frac12\right)c_2=0. \tag{4}$$

Weber's equation of order $\nu$ is $w''+(\nu+\tfrac12-z^2/4)w=0$, so here $\nu=-1-i\delta$. The parabolic cylinder function $D_\nu(z)$ is the solution that behaves as $z^\nu e^{-z^2/4}$ for large positive $z$. The second solution grows there as $e^{z^2/4}$, so this behaviour fixes $D_\nu$ uniquely.

An integral representation will supply all the properties of $D_\nu$ that we need. We try

$$c_2=B\,e^{-z^2/4}I(z),\qquad I(z)=\int_0^\infty s^{i\delta}e^{-zs-s^2/2}\,ds, \tag{5}$$

with a constant $B$. Two derivatives of the product give

$$\frac{d^2}{dz^2}\left(e^{-z^2/4}I\right)=e^{-z^2/4}\left(I''-zI'-\frac12I+\frac{z^2}{4}I\right),$$

where primes on $I$ mean derivatives with respect to $z$. In (4) the terms in $z^2$ cancel, and the condition on $I$ is

$$I''-zI'-(1+i\delta)I=0.$$

Each derivative of $I$ brings down a factor $-s$, so the left side equals

$$\int_0^\infty s^{i\delta}\left[s^2+zs-(1+i\delta)\right]e^{-zs-s^2/2}ds=-\int_0^\infty\frac{d}{ds}\left(s^{1+i\delta}e^{-zs-s^2/2}\right)ds .$$

The bracketed function vanishes at $s=0$, because its modulus is proportional to $s$ there, and at infinity, because of the Gaussian. The integral is therefore zero, and (5) solves the equation for every complex $z$.

The other amplitude follows from (2). From $dz/d\tau=-e^{i\pi/4}$ we have $i\,dz/d\tau=-ie^{i\pi/4}=e^{-i\pi/4}$, and from the definition of $z$ we have $\tau=-e^{-i\pi/4}z$. Therefore

$$g\,c_1=e^{-i\pi/4}\left(\frac{dc_2}{dz}-\frac z2c_2\right)=e^{-i\pi/4}B\,e^{-z^2/4}(I'-zI).$$

The combination $I'-zI$ is minus an integral with the extra factor $s+z$. Since $-e^{-i\pi/4}=e^{3i\pi/4}$,

$$c_1=\frac Bg\,e^{3i\pi/4}e^{-z^2/4}J(z),\qquad J(z)=\int_0^\infty(s+z)\,s^{i\delta}e^{-zs-s^2/2}\,ds. \tag{6}$$

Now we impose the initial condition. For $\tau\to-\infty$ the variable is $z=e^{i\pi/4}|\tau|$, which has a positive real part. The factor $e^{-zs}$ confines the integrals to $s$ of order $1/|\tau|$, where $e^{-s^2/2}$ is close to one. Replacing it by one makes an error of at most $s^2/2$, which gives a relative correction of order $1/\tau^2$. What remains is a gamma function integral:

$$I\to\int_0^\infty s^{i\delta}e^{-zs}ds=\Gamma(1+i\delta)\,z^{-1-i\delta},\qquad J\to\Gamma(1+i\delta)\,z^{-i\delta}. \tag{7}$$

In $J$ the term with $z$ dominates, since the term with $s$ is smaller by a factor of order $1/\tau^2$. The complex power carries a real factor that matters for the final result:

$$z^{-i\delta}=|\tau|^{-i\delta}\,e^{(i\pi/4)(-i\delta)}=|\tau|^{-i\delta}\,e^{\pi\delta/4}.$$

With $e^{-z^2/4}=e^{-i\tau^2/4}$, the choice

$$B=\frac{g\,e^{-3i\pi/4}\,e^{-\pi\delta/4}}{\Gamma(1+i\delta)} \tag{8}$$

gives

$$c_1\to|\tau|^{-i\delta}e^{-i\tau^2/4},\qquad |c_2|\to\frac{g}{|\tau|}\to0\qquad(\tau\to-\infty). \tag{9}$$

This is the required start in state 1 with unit norm. No other solution meets the condition, apart from a constant phase. If there were two with the same asymptotic $c_1$, their difference would have vanishing norm at $\tau\to-\infty$. The norm is conserved, so the difference would vanish at all times.

The limits (7) also hold for positive $z$, where they show the behaviour that defines the parabolic cylinder functions. Eliminating $c_2$ instead of $c_1$ reverses the sign of $i/2$ in (3), which makes the order $-i\delta$. Hence

$$c_1=e^{-\pi\delta/4}D_{-i\delta}(z),\qquad c_2=g\,e^{-3i\pi/4}e^{-\pi\delta/4}D_{-1-i\delta}(z),\qquad z=-e^{i\pi/4}\tau. \tag{10}$$

The phase of $c_1$ in (9) contains $\delta\ln|\tau|$ and never settles. The reason is the coupling to the distant state 2. It lowers the energy of state 1 from $\tau/2$ to about $\tau/2-\delta/|\tau|$, and the integral of $1/|\tau|$ is a logarithm. A statement about phases must therefore say which dynamical phase has been removed. The probability is free of this difficulty.

For $\tau\to+\infty$ the variable is $z=e^{-3i\pi/4}\tau$, and its real part is negative. The factor $e^{-zs}$ now grows along the real axis, and the integral no longer comes from small $s$ alone. The exponent $-zs-s^2/2$ is stationary at

$$s_0=-z=e^{i\pi/4}\tau .$$

The integrand is analytic in the upper half of the $s$ plane, with its branch point at $s=0$. We replace the positive real axis by two pieces. The first is a ray from $0$ to infinity at the angle $7\pi/8$. The second is the horizontal line $s=s_0+u$, with $u$ running from $-\infty$ to $\infty$. The far ends may be joined in this way because near the directions $0$ and $\pi$, and up to the ray, the real part of $s^2$ is positive and the integrand decays as a Gaussian. The phase of $s$ stays between $0$ and $\pi$ throughout.

On the ray $s=re^{7i\pi/8}$ we have $zs=\tau r\,e^{i\pi/8}$, so $e^{-zs}$ decays, and so does $e^{-s^2/2}$. The argument that led to (7) applies again, with the substitution $w=zs$. The phase of $s$ must be that of $w$ minus that of $z$. Here $7\pi/8=\pi/8-(-3\pi/4)$, so the powers in (7) are to be taken with $\arg z=-3\pi/4$:

$$I_{\rm ray}\to\Gamma(1+i\delta)z^{-1-i\delta},\qquad J_{\rm ray}\to\Gamma(1+i\delta)z^{-i\delta},\qquad \arg z=-\frac{3\pi}{4}. \tag{11}$$

On the line, $s=-z+u$ turns the exponent into $z^2/2-u^2/2$. Therefore

$$I_{\rm line}=e^{z^2/2}\int_{-\infty}^{\infty}(s_0+u)^{i\delta}e^{-u^2/2}du\to\sqrt{2\pi}\,s_0^{i\delta}\,e^{z^2/2}. \tag{12}$$

The first correction, $i\delta u/s_0$, is odd in $u$ and integrates to zero, so the relative error is of order $1/\tau^2$. In $J$ the extra factor is $s+z=u$. The leading term is then odd, and $J_{\rm line}$ is of order $1/\tau$. It vanishes in the limit.

This division of the contour is the Stokes phenomenon for the present problem. At early times the integral contains one exponential. At late times a second one, with the relative factor $e^{z^2/2}$, has joined it. In $c_2$ the new exponential carries the population transferred to state 2.

The survival amplitude comes from the ray. From (6), (8) and (11),

$$c_1\to e^{-\pi\delta/4}e^{-i\tau^2/4}z^{-i\delta},\qquad z^{-i\delta}=\tau^{-i\delta}e^{(-3i\pi/4)(-i\delta)}=\tau^{-i\delta}e^{-3\pi\delta/4},$$

and so

$$c_1\to e^{-\pi\delta}\,\tau^{-i\delta}e^{-i\tau^2/4}\qquad(\tau\to+\infty). \tag{13}$$

The square of the modulus is the survival probability:

$$P=e^{-2\pi\delta}=\exp\left(-\frac{2\pi V^2}{\hbar\,v\,dF}\right). \tag{14}$$

No approximation in the size of $\delta$ has been made, so (14) is exact for the linear model. The exponential comes from the change in the phase of $z$ from $\pi/4$ to $-3\pi/4$. That turn by $\pi$ multiplies $z^{-i\delta}$ by $e^{-\pi\delta}$.

For a fast sweep or weak coupling, $\delta\ll1$, the system leaves state 1 with the small probability $1-P\approx2\pi\delta$. This is proportional to $V^2$ and to $1/v$. The weak coupling acts coherently only for a time of order $\sqrt{\hbar/\alpha}$, which is proportional to $v^{-1/2}$. The transferred amplitude is of order $V/\hbar$ times this time, which is $g$, and the probability is its square, of order $\delta$. For a slow sweep, $\delta\gg1$, survival in state 1 is exponentially rare, and the system follows the lower adiabatic level into state 2.

The solution also gives the population at the crossing itself. At $z=0$ the substitution $q=s^2/2$ gives

$$J(0)=\int_0^\infty s^{1+i\delta}e^{-s^2/2}ds=2^{i\delta/2}\,\Gamma\!\left(1+\frac{i\delta}{2}\right).$$

For real $y$, the reflection formula for the gamma function gives

$$|\Gamma(1+iy)|^2=iy\,\Gamma(iy)\Gamma(1-iy)=\frac{\pi y}{\sinh\pi y}. \tag{15}$$

With $\sinh\pi\delta=2\sinh(\pi\delta/2)\cosh(\pi\delta/2)$ it follows that

$$|c_1(0)|^2=e^{-\pi\delta/2}\,\frac{|\Gamma(1+i\delta/2)|^2}{|\Gamma(1+i\delta)|^2}=e^{-\pi\delta/2}\cosh\frac{\pi\delta}{2}=\frac{1+e^{-\pi\delta}}{2}. \tag{16}$$

In the slow limit this tends to one half, the equal mixture expected of an adiabatic state at the crossing.

As an example, take round model parameters in atomic units, where $\hbar=1$: $V=0.002$ hartree, $dF=0.02$ hartree/bohr and $v=0.002$. Then

$$\alpha=0.002\times0.02=4\times10^{-5},\qquad \delta=\frac{(0.002)^2}{4\times10^{-5}}=0.1,\qquad P=e^{-0.6283}=0.5335 .$$

The pair keeps its electronic character in slightly more than half of the passages. At the crossing, (16) gives a population of $0.8652$ in state 1, so most of the transfer happens afterwards. Direct integration of the Schrödinger equation gives $0.5335$ and $0.8652$ as well.

The assumption of constant speed can be examined for this example. The time unit $\sqrt{\hbar/\alpha}$ is 158 atomic units, during which the pair moves 0.316 bohr. Over that distance the difference of the forces does work of $0.02\times0.316=0.0063$ hartree. With a reduced mass of 50000 electron masses the kinetic energy is $0.1$ hartree, so this work is about 6% of it. A prescribed common path is then reasonable, provided that the mean force is weak too. Near a classical turning point the speed falls to zero, and (14) no longer applies. It also needs $V$ and $dF$ to stay nearly constant while the transition takes place. The formula can fail too if a third state comes close.

For a single passage at constant speed, the probability of surviving in the initial diabatic state is now known exactly within the linear model and is given by (14). What remains is the phase of the amplitude transferred to state 2, and its effect when the system passes the crossing twice.

Numerical values quoted here were computed with a short program.
